**Bardeen's matrix element: surface current against volume integral**

For model states \(\psi\) and \(\chi\) of the left and right electrodes at equal energy \(E\), the program compares \(\langle\chi|H-E|\psi\rangle\) with the integral of \((\hbar^2/2m)(\chi\,\partial_n\psi-\psi\,\partial_n\chi)\) over surfaces in the barrier. Here \(H\) is the complete Hamiltonian, \(m\) the position-dependent mass and \(n\) the normal from left to right. In a two-layer gate stack, it asserts that the two agree at every grid node of the barrier, and that the formula fails at a plane inside the gate. The output gives \(-12.915\) μeV throughout the barrier, with a largest relative deviation of \(4.6\times10^{-10}\). Further assertions compare \(2|M|\) with the exact level splitting for four film thicknesses, and the predicted transfer with the exact time evolution. For detuned levels, the program asserts that the surface value changes by the energy difference times the overlap between the planes. For two traps of vanishing range, flat, bulged and spherical surfaces all reproduce the closed formula, and the exact splitting shows the predicted correction.

## Numerical check

```python
"""Bardeen's tunnelling matrix element as a surface current.
Claim: if psi (left electrode) and chi (right electrode) have equal energy E,
  <chi|H-E|psi> = (hbar^2/2) * surface integral of (chi dpsi/dn - psi dchi/dn)/m
for every surface inside the barrier; n points from left to right.
H has a position-dependent mass m and potential V. The left model Hamiltonian
continues the barrier over the right electrode, the right one over the left.
Planar stack: spectral elements (Gauss-Lobatto nodes), hard outer walls.
Units inside the program: eV and nm; masses in free-electron masses.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m_e, eV nm^2
HBAR = const.hbar / const.e                              # eV s

# Gauss-Lobatto nodes, weights and differentiation matrix on [-1, 1]
P = 16
coef = [0] * P + [1]
x = np.concatenate(([-1.0], np.sort(legendre.legroots(legendre.legder(coef)).real), [1.0]))
leg = legendre.legval(x, coef)
w = 2 / (P * (P + 1) * leg**2)
gap = x[:, None] - x[None, :] + np.eye(P + 1)
D = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))

# Model stack: left electrode, interlayer, high-k layer, gate electrode
W_LEFT, T_IL, W_GATE = 3.0, 0.5, 2.0
MASS = [0.9, 0.5, 0.2, 0.5]
B_IL, B_HK = 3.0, 1.5
EPS_IL, EPS_HK = 4.0, 20.0
F_IL = 0.2                          # eV/nm drop of the band edge in the interlayer
F_HK = F_IL * EPS_IL / EPS_HK       # continuity of the displacement field


def make_elements(t_hk):
    """List of (start, length, layer index), elements no longer than 1 nm."""
    elements, z = [], -W_LEFT
    for layer, width in enumerate([W_LEFT, T_IL, t_hk, W_GATE]):
        count = int(np.ceil(width - 1e-9))
        for _ in range(count):
            elements.append((z, width / count, layer))
            z += width / count
    return elements


def energy_form(elements, masses, potentials):
    size = len(elements) * P + 1
    form, weight = np.zeros((size, size)), np.zeros(size)
    for i, (z0, h, layer) in enumerate(elements):
        part = slice(i * P, i * P + P + 1)
        z = z0 + h * (x + 1) / 2
        v = potentials[layer](z) * np.ones_like(z)
        form[part, part] += KIN / masses[layer] * 2 / h * (D.T * w) @ D
        form[part, part] += np.diag(w * h / 2 * v)
        weight[part] += w * h / 2
    return form, weight


def eigenstates(form, weight):
    root = np.sqrt(weight[1:-1])
    energies, vectors = eigh(form[1:-1, 1:-1] / np.outer(root, root))
    states = np.zeros((len(weight), len(energies)))
    states[1:-1] = vectors / root[:, None]
    return energies, states


def solve_stack(t_hk, detuning=0.0):
    """Align the two lowest model levels, then shift the gate band by detuning."""
    elements = make_elements(t_hk)

    def v_il(z):
        return B_IL - F_IL * z

    def v_hk(z):
        return B_HK - F_IL * T_IL - F_HK * (z - T_IL)

    v_end = v_hk(T_IL + t_hk)
    left_mass = [MASS[0], MASS[1], MASS[2], MASS[2]]
    right_mass = [MASS[1], MASS[1], MASS[2], MASS[3]]
    e_left, s_left = eigenstates(*energy_form(
        elements, left_mass, [lambda z: 0.0, v_il, v_hk, lambda z: v_end]))

    def right(gate_band):
        return eigenstates(*energy_form(
            elements, right_mass, [lambda z: B_IL, v_il, v_hk, lambda z: gate_band]))

    gate = brentq(lambda u: right(u)[0][0] - e_left[0], -0.6, 0.4, xtol=1e-14) + detuning
    e_right, s_right = right(gate)
    form, weight = energy_form(
        elements, MASS, [lambda z: 0.0, v_il, v_hk, lambda z: gate])
    psi = s_left[:, 0] * np.sign(weight @ s_left[:, 0])
    chi = s_right[:, 0] * np.sign(weight @ s_right[:, 0])
    current, wronskian, overlap = [], [], []
    for i, (z0, h, layer) in enumerate(elements):
        a, b = psi[i * P:i * P + P + 1], chi[i * P:i * P + P + 1]
        wr = (b * (D @ a) - a * (D @ b)) * 2 / h
        wronskian.append(wr)
        current.append(KIN / MASS[layer] * wr)
        overlap.append(np.sum(w * h / 2 * a * b))
    return dict(elements=elements, gate=gate, el=e_left[0], er=e_right[0], psi=psi,
                chi=chi, form=form, weight=weight, J=np.array(current),
                W=np.array(wronskian), O=np.array(overlap))


print(f"hbar^2/(2 m_e) = {KIN:.6f} eV nm^2")
print(f"widths: left {W_LEFT}, interlayer {T_IL}, gate {W_GATE} nm")
print(f"masses left, interlayer, high-k, gate: {MASS} m_e")
print(f"barriers at zero field: interlayer {B_IL}, high-k {B_HK} eV")
print(f"relative permittivities: interlayer {EPS_IL}, high-k {EPS_HK}")
print(f"band slopes: interlayer {F_IL:.3f}, high-k {F_HK:.3f} eV/nm")

# Aligned levels: surface current against the volume matrix element
T_HK = 1.5
r = solve_stack(T_HK)
barrier = [i for i, e in enumerate(r["elements"]) if e[2] in (1, 2)]
volume = r["chi"] @ r["form"] @ r["psi"] - r["el"] * np.sum(r["weight"] * r["chi"] * r["psi"])
J_bar = r["J"][barrier]
spread = np.max(np.abs(J_bar / volume - 1))
# tails are obtained by diagonalization; rounding is amplified by differentiation
assert spread < 1e-4
print(f"high-k thickness = {T_HK} nm; gate band bottom = {r['gate']:.6f} eV")
print(f"aligned level E = {r['el']:.6f} eV; E_r - E_l = {r['er'] - r['el']:.1e} eV")
print(f"volume element <chi|H-E|psi> = {volume * 1e6:.4f} micro-eV")
print("plane z (nm), psi, chi (nm^-1/2), surface current (micro-eV):")
for i in barrier:
    z0, h, _ = r["elements"][i]
    for node in (0, P // 2):
        k = i * P + node
        print(f"  {z0 + h * (x[node] + 1) / 2:.4f}  {r['psi'][k]:.4e}  "
              f"{r['chi'][k]:.4e}  {r['J'][i, node] * 1e6:.4f}")
print(f"largest relative deviation over all barrier nodes = {spread:.1e}")

# The mass belongs inside the current: the bare Wronskian jumps between layers
jump = r["W"][barrier[0], -1] / r["W"][barrier[1], 0]
assert abs(jump / (MASS[1] / MASS[2]) - 1) < 1e-4
print(f"Wronskian ratio interlayer/high-k at their interface = {jump:.5f}")

# Outside the common barrier the surface formula fails
outside = r["J"][-1, 0]
assert abs(outside / volume - 1) > 0.1
print(f"same formula at z = {r['elements'][-1][0]:.2f} nm, inside the gate = "
      f"{outside * 1e6:.4f} micro-eV")

# Exact levels and dynamics of the complete stack
energies, states = eigenstates(r["form"], r["weight"])
splitting = energies[1] - energies[0]
assert abs(splitting / (2 * abs(volume)) - 1) < 1e-3
overlap_total = r["O"].sum()
shift_l = r["psi"] @ r["form"] @ r["psi"] - r["el"]
shift_r = r["chi"] @ r["form"] @ r["chi"] - r["er"]
assert max(abs(shift_l), abs(shift_r)) < 0.05 * abs(volume)
print(f"exact splitting = {splitting * 1e6:.4f}, 2|M| = {2 * abs(volume) * 1e6:.4f} micro-eV")
print(f"overlap <chi|psi> = {overlap_total:.3e}")
print(f"diagonal shifts D_l, D_r = {shift_l * 1e6:.2e}, {shift_r * 1e6:.2e} micro-eV")
t_full = np.pi * HBAR / (2 * abs(volume))
amp_chi = (r["chi"] * r["weight"]) @ states
amp_psi = (r["psi"] * r["weight"]) @ states


def transfer(t):
    phase = np.exp(-1j * (energies - energies[0]) * t / HBAR)
    return abs(np.sum(amp_chi * phase * amp_psi))**2


assert transfer(t_full) > 0.999 and abs(transfer(t_full / 2) - 0.5) < 0.01
print(f"transfer time pi hbar/(2|M|) = {t_full * 1e12:.3f} ps")
print(f"exact transfer probability at half, full time = "
      f"{transfer(t_full / 2):.5f}, {transfer(t_full):.5f}")

# Thickness scan
print("high-k thickness (nm), |M|, exact splitting/2 (micro-eV):")
for t in (0.5, 1.0, 1.5, 2.0):
    q = solve_stack(t)
    m_surface = q["J"][3, P // 2]            # middle of the interlayer
    e_full = eigenstates(q["form"], q["weight"])[0]
    half = (e_full[1] - e_full[0]) / 2
    assert abs(half / abs(m_surface) - 1) < 1e-3
    print(f"  {t:.1f}  {abs(m_surface) * 1e6:.4f}  {half * 1e6:.4f}")

# Unequal energies: the surface value moves by (E_r - E_l) times the overlap between
u = solve_stack(T_HK, detuning=0.1)
first, last = u["J"][barrier[0], 0], u["J"][barrier[-1], -1]
delta = u["er"] - u["el"]
between = u["O"][barrier].sum()
assert abs((last - first) - delta * between) < 1e-4 * abs(first)
assert abs(last - first) > 0.01 * abs(first)
whole = u["chi"] @ u["form"] @ u["psi"]
o_left = u["O"][:barrier[0]].sum()
o_right = u["O"][barrier[0]:].sum()
assert abs(whole - first - u["el"] * o_left - u["er"] * o_right) < 1e-4 * abs(first)
print(f"detuned case: E_r - E_l = {delta:.6f} eV")
print(f"  current at left, right barrier edge = {first * 1e6:.4f}, {last * 1e6:.4f} micro-eV")
print(f"  difference = {(last - first) * 1e6:.4f}, "
      f"(E_r-E_l)*overlap = {delta * between * 1e6:.4f} micro-eV")

# Two equal traps of vanishing range: flat, bulged and spherical surfaces
m_trap, depth, dist = 0.2, 1.0, 2.0
kappa = np.sqrt(m_trap * depth / KIN)
norm = np.sqrt(kappa / (2 * np.pi))


def trap_current(rho, z):
    """Radial and axial components of chi grad psi - psi grad chi."""
    ra, rb = np.hypot(rho, z), np.hypot(rho, z - dist)
    a, b = norm * np.exp(-kappa * ra) / ra, norm * np.exp(-kappa * rb) / rb
    ga, gb = -a * (kappa + 1 / ra) / ra, -b * (kappa + 1 / rb) / rb
    return b * ga * rho - a * gb * rho, b * ga * z - a * gb * (z - dist)


def over_sheet(height, bulge):
    def integrand(rho):
        bump = bulge * np.exp(-rho**2)
        j_rho, j_z = trap_current(rho, height + bump)
        return 2 * np.pi * rho * (j_z + 2 * rho * bump * j_rho)
    return KIN / m_trap * quad(integrand, 0, 12, epsabs=1e-13, epsrel=1e-10, limit=300)[0]


def over_sphere(radius):
    def integrand(theta):
        j_rho, j_z = trap_current(radius * np.sin(theta), radius * np.cos(theta))
        return 2 * np.pi * radius**2 * np.sin(theta) * (
            j_rho * np.sin(theta) + j_z * np.cos(theta))
    return KIN / m_trap * quad(integrand, 0, np.pi, epsabs=1e-13, epsrel=1e-10, limit=300)[0]


m_formula = -2 * KIN / m_trap * kappa * np.exp(-kappa * dist) / dist
surfaces = {"plane at 0.6 nm": over_sheet(0.6, 0.0), "plane at 1.0 nm": over_sheet(1.0, 0.0),
            "bulged sheet": over_sheet(0.8, 0.5), "sphere of 0.7 nm": over_sphere(0.7)}
print(f"traps: mass {m_trap} m_e, depth {depth} eV, distance {dist} nm, kappa {kappa:.5f} 1/nm")
print(f"  closed formula M = {m_formula * 1e3:.6f} meV")
for name, value in surfaces.items():
    assert abs(value / m_formula - 1) < 1e-7
    print(f"  {name}: {value * 1e3:.6f} meV")


def exact_trap_splitting(d):
    roots = [brentq(lambda k: k - kappa - s * np.exp(-k * d) / d, kappa / 2, 2 * kappa,
                    xtol=1e-15, rtol=1e-15) for s in (1, -1)]
    return KIN / m_trap * (roots[0]**2 - roots[1]**2)


for d in (2.0, 3.0):
    twice_m = 4 * KIN / m_trap * kappa * np.exp(-kappa * d) / d
    exact = exact_trap_splitting(d)
    excess = exact / twice_m - 1
    predicted = (1.5 - 1 / (kappa * d)) * np.exp(-2 * kappa * d)
    assert abs(excess / predicted - 1) < 0.01
    print(f"  d = {d} nm: exact splitting {exact * 1e3:.6f}, 2|M| {twice_m * 1e3:.6f} meV, "
          f"excess {excess:.3e}, predicted {predicted:.3e}")

print("no test failed")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
widths: left 3.0, interlayer 0.5, gate 2.0 nm
masses left, interlayer, high-k, gate: [0.9, 0.5, 0.2, 0.5] m_e
barriers at zero field: interlayer 3.0, high-k 1.5 eV
relative permittivities: interlayer 4.0, high-k 20.0
band slopes: interlayer 0.200, high-k 0.040 eV/nm
high-k thickness = 1.5 nm; gate band bottom = -0.118849 eV
aligned level E = 0.043782 eV; E_r - E_l = -4.6e-15 eV
volume element <chi|H-E|psi> = -12.9152 micro-eV
plane z (nm), psi, chi (nm^-1/2), surface current (micro-eV):
  0.0000  7.2862e-02  1.8697e-04  -12.9152
  0.2500  1.5493e-02  8.8401e-04  -12.9152
  0.5000  3.2084e-03  4.1298e-03  -12.9152
  0.8750  1.1862e-03  1.0833e-02  -12.9152
  1.2500  4.4102e-04  2.9154e-02  -12.9152
  1.6250  1.6487e-04  7.8365e-02  -12.9152
largest relative deviation over all barrier nodes = 4.6e-10
Wronskian ratio interlayer/high-k at their interface = 2.50000
same formula at z = 3.00 nm, inside the gate = -0.8175 micro-eV
exact splitting = 25.8304, 2|M| = 25.8304 micro-eV
overlap <chi|psi> = 4.542e-05
diagonal shifts D_l, D_r = -1.64e-03, -1.21e-02 micro-eV
transfer time pi hbar/(2|M|) = 80.054 ps
exact transfer probability at half, full time = 0.50000, 1.00000
high-k thickness (nm), |M|, exact splitting/2 (micro-eV):
  0.5  178.3811  178.4135
  1.0  47.7127  47.7133
  1.5  12.9152  12.9152
  2.0  3.5319  3.5319
detuned case: E_r - E_l = 0.099118 eV
  current at left, right barrier edge = -16.0572, -13.0926 micro-eV
  difference = 2.9646, (E_r-E_l)*overlap = 2.9646 micro-eV
traps: mass 0.2 m_e, depth 1.0 eV, distance 2.0 nm, kappa 2.29115 1/nm
  closed formula M = -4.465590 meV
  plane at 0.6 nm: -4.465590 meV
  plane at 1.0 nm: -4.465590 meV
  bulged sheet: -4.465590 meV
  sphere of 0.7 nm: -4.465590 meV
  d = 2.0 nm: exact splitting 8.932379, 2|M| 8.931180 meV, excess 1.342e-04, predicted 1.342e-04
  d = 3.0 nm: exact splitting 0.602261, 2|M| 0.602260 meV, excess 1.451e-06, predicted 1.451e-06
no test failed
```
